\section*{Mean Resistivity of a Mott–Schottky Space-Charge Layer at High Barriers}

\section{From the charge profile to the resistivity ratio}

Q: An interface in an ionic conductor repels the mobile ions. The current has to cross the depleted region beside it. By what factor is that region more resistive than the bulk, and what has to be assumed before the question has a definite answer?

A: Let the interface be the plane $x=0$ and let the crystal fill $x>0$. One kind of ion is mobile. It has charge $ze$, where $e>0$ and $z$ carries the sign, and number density $c(x)$, which tends to $c_b$ in the bulk. The compensating charge, for instance that of dopants, is immobile and spread uniformly with density $-zec_b$. The potential $\phi$ is zero in the bulk and $\phi_0$ at the interface, with $z\phi_0>0$, so that the mobile ion is repelled. I use SI units and define
\begin{equation}
u(x)=\frac{ze\phi(x)}{kT},\qquad y=\frac{ze\phi_0}{kT}>0 .
\end{equation}
The charge number is inside $y$. For a doubly charged ion, $y$ is twice $e|\phi_0|/kT$.

The factor you ask for is a mean resistivity over the layer, divided by the bulk resistivity $\rho_b$. A mean needs a width, so the potential profile comes first.

Q: The profile depends on the ions, and the ions depend on the profile. How do you break the circle?

A: By the depletion, or Mott--Schottky, approximation. In Poisson's equation the mobile charge is neglected for $0<x<\lambda$, and the crystal is taken as neutral for $x>\lambda$. The charge density in the layer is then $-zec_b$, and with permittivity $\varepsilon$
\begin{equation}
\phi''=-\frac{(-zec_b)}{\varepsilon}=\frac{zec_b}{\varepsilon}.
\end{equation}
Beyond $\lambda$ there is neither field nor potential. Both are continuous, because there is no sheet of charge at the edge, so $\phi(\lambda)=\phi'(\lambda)=0$. Integrating from the edge once, and then again, gives
\begin{align}
\phi'(x)&=-\frac{zec_b}{\varepsilon}(\lambda-x),\\
\phi(x)&=\frac{zec_b}{2\varepsilon}(\lambda-x)^2 .
\end{align}
Setting $x=0$ in the second line fixes the width, and dividing by $\phi_0$ removes the constants:
\begin{equation}
\lambda=\sqrt{\frac{2\varepsilon\phi_0}{zec_b}},\qquad
u(x)=y\left(1-\frac{x}{\lambda}\right)^2 .
\end{equation}
For negative $z$ the barrier potential is negative too, and the quotient under the root stays positive.

Q: You have just declared that there are no mobile ions in the layer. Then its conductivity is zero and its resistance infinite.

A: The neglect applies to the charge balance alone. There, a density much smaller than $c_b$ makes little difference. For conduction the small density is what matters, and it has to be found from equilibrium. For dilute ions the electrochemical potential is
\begin{equation}
\tilde\mu=\mu^\circ+kT\ln c+ze\phi ,
\end{equation}
with $\mu^\circ$ uniform up to the interface. Without current $\tilde\mu$ is constant. Equating its value at $x$ to its bulk value gives $kT\ln[c(x)/c_b]=-ze\phi(x)$, or
\begin{equation}
c(x)=c_be^{-u(x)} .
\end{equation}

Q: That exposes an inconsistency. Near the edge $u$ is small, so $c$ is close to $c_b$, not to zero.

A: Yes. The neglect fails where $u\lesssim1$, which is the part with $1-x/\lambda\lesssim1/\sqrt y$. That fraction shrinks slowly as $y$ grows, and its effect on the potential cannot be dismissed by inspection. I shall take the depletion profile as the model for now, and later restore the mobile charge to see what changes.

Q: Then consider the current. It disturbs both the densities and the potential. Why may you use the equilibrium density to compute a resistance?

A: Because a resistance is defined to first order in the current. Let $D$ be the diffusion coefficient of the ion, uniform throughout. The particle flux is $-(cD/kT)\,d\tilde\mu/dx$, and multiplication by $ze$ gives the current density
\begin{equation}
j=-\frac{zecD}{kT}\frac{d\tilde\mu}{dx}
=-\frac{\sigma}{ze}\frac{d\tilde\mu}{dx},\qquad
\sigma=\frac{z^2e^2cD}{kT}.
\end{equation}
The gradient of $\tilde\mu$ vanishes in equilibrium, so it is itself of first order in $j$. The disturbance of $\sigma$ is also of first order. Their product is of second order and drops out, which leaves the equilibrium $\sigma(x)$ in the equation.

In a steady state $j$ does not depend on $x$, since ions are neither created nor destroyed in the layer. The voltage between two planes $a<b$, measured by electrodes that exchange this ion, is the drop of $\tilde\mu/(ze)$:
\begin{equation}
V=\frac{\tilde\mu(a)-\tilde\mu(b)}{ze}=j\int_a^b\frac{dx}{\sigma(x)} .
\end{equation}
The resistance of unit area is therefore $\int dx/\sigma$. The small applied voltage must be small compared with $kT/(|z|e)$ for this linear argument to be safe.

Q: You never said where the small additional electrostatic drop is located. Surely it matters whether it falls on the barrier or is spread out.

A: To first order it does not. A different placement changes the division of $d\tilde\mu/dx$ into a diffusive and an electrical part, but not their sum, which is fixed by $j$ and $\sigma$.

This can be tested from hopping kinetics, without assuming the integral. Take a chain of sites across two back-to-back depletion layers with $y=5$. Let the hopping rates between neighbours be proportional to $e^{-\Delta u/2}$, where $\Delta u$ is the rise in reduced potential for that hop, and keep the end densities at their bulk value. The steady flux follows from the balance of hops at each site. With the small voltage spread evenly, the mean resistivity ratio is $17.1718$; with most of it concentrated near the interface, it is $17.1720$. The integral gives $17.1722$. The potential is imposed in this test, so it checks the transport step and not Poisson's equation. Both placements are symmetric about the interface. A drop placed wholly on one side changes the ratio by a relative amount of about $|z|eV/(2kT)$, which vanishes with the voltage.

Q: Very well. What is the mean resistivity?

A: The local resistivity is $1/\sigma=\rho_be^{u}$, because $\sigma$ is proportional to $c$. Averaging over the layer gives
\begin{equation}
\frac{\bar\rho}{\rho_b}
=\frac1\lambda\int_0^\lambda
\exp\!\left[y\left(1-\frac{x}{\lambda}\right)^2\right]dx .
\end{equation}
Substitute $s=1-x/\lambda$. Then $dx=-\lambda\,ds$, and the limits $x=0,\lambda$ become $s=1,0$. The minus sign reverses the limits, and $\lambda$ cancels:
\begin{equation}
\frac{\bar\rho}{\rho_b}=F(y)\equiv\int_0^1e^{ys^2}\,ds .
\label{eq:F}
\end{equation}
A grain boundary with an equal layer on each side has twice the resistance and twice the width, and hence the same ratio. Any resistance of the boundary core itself is a separate contribution and is left out.

Q: The integrand reaches $e^y$ at the interface. Why not quote $e^y$ and be done?

A: That is the resistivity at one plane, and the rest of the layer is less resistive. To see how much this lowers the mean, measure the distance below the maximum of the exponent by $t=1-s^2$. Then $s=(1-t)^{1/2}$ and
\begin{equation}
ds=-\frac12(1-t)^{-1/2}\,dt .
\end{equation}
The limits $s=0,1$ become $t=1,0$. Reversing them absorbs the minus sign, and $e^{ys^2}=e^ye^{-yt}$, so that
\begin{equation}
F(y)=\frac{e^y}{2}\int_0^1\frac{e^{-yt}}{\sqrt{1-t}}\,dt .
\label{eq:t}
\end{equation}
For large $y$ the exponential restricts $t$ to values of order $1/y$. There the square root is close to one, and the integral is close to $1/y$. This suggests
\begin{equation}
\frac{\bar\rho}{\rho_b}\sim\frac{e^y}{2y}\qquad(y\to\infty),
\label{eq:lead}
\end{equation}
where the sign $\sim$ means that the quotient of the two sides tends to one.

Q: ``Close to'' is not a proof. The square root in the denominator even vanishes at $t=1$.

A: Two bounds settle it. For the lower one, use $(1-t)^{-1/2}\ge1$:
\begin{equation}
F(y)\ge\frac{e^y}{2}\int_0^1e^{-yt}dt
=\frac{e^y}{2}\,\frac{1-e^{-y}}{y}=\frac{e^y-1}{2y}.
\end{equation}
For the upper one, split the range at $t=\tfrac12$. The function $(1-t)^{-1/2}$ has the positive second derivative $\tfrac34(1-t)^{-5/2}$, so on $0\le t\le\tfrac12$ it lies below its chord. The chord joins the values $1$ and $\sqrt2$, and so
\begin{equation}
(1-t)^{-1/2}\le1+\kappa t,\qquad \kappa=2(\sqrt2-1).
\end{equation}
Extending the integral of this positive bound to infinity can only increase it:
\begin{equation}
\int_0^{1/2}\frac{e^{-yt}}{\sqrt{1-t}}dt
\le\int_0^\infty e^{-yt}(1+\kappa t)\,dt
=\frac1y+\frac{\kappa}{y^2}.
\end{equation}
On the other half, $e^{-yt}\le e^{-y/2}$, and the singularity you object to is integrable:
\begin{equation}
\int_{1/2}^1\frac{e^{-yt}}{\sqrt{1-t}}dt
\le e^{-y/2}\Bigl[-2\sqrt{1-t}\Bigr]_{1/2}^{1}
=\sqrt2\,e^{-y/2}.
\end{equation}
Insert both pieces in Eq.~\eqref{eq:t} and multiply everything by $2ye^{-y}$:
\begin{equation}
1-e^{-y}\le2ye^{-y}F(y)\le1+\frac{\kappa}{y}+\sqrt2\,ye^{-y/2}.
\end{equation}
Both outer expressions tend to one, which proves Eq.~\eqref{eq:lead} for the depletion model.

Q: A limit says nothing about a barrier with, say, $y=10$. What is the first error?

A: Expand the square root about $t=0$:
\begin{equation}
(1-t)^{-1/2}=1+\frac t2+\frac{3t^2}{8}+O(t^3).
\end{equation}
The remainder estimate holds on $0\le t\le\tfrac12$. The other half of the range contributes at most the exponentially small amount just found, and extending the power terms from $\tfrac12$ to infinity also costs an amount that decays as $e^{-y/2}$, apart from powers of $y$. With $\int_0^\infty t^ne^{-yt}dt=n!/y^{n+1}$, the integral in Eq.~\eqref{eq:t} becomes
\begin{equation}
\frac1y+\frac12\,\frac1{y^2}+\frac38\,\frac{2}{y^3}+O(y^{-4}),
\end{equation}
and therefore
\begin{equation}
F(y)=\frac{e^y}{2y}\left[1+\frac1{2y}+\frac3{4y^2}+O(y^{-3})\right].
\label{eq:series}
\end{equation}
At $y=10$ the bracket is $1+0.05+0.0075=1.0575$. Direct integration gives $1.0608$. The leading form is thus low by about six per cent of its own value, and at $y=20$ by about three per cent.

Q: And for small barriers?

A: There the leading form must not be used. Expanding the exponential in Eq.~\eqref{eq:F} gives $F=1+y/3+O(y^2)$, which tends to one, as it must when the barrier vanishes. The form $e^y/(2y)$ diverges instead. Its derivative is $(e^y/2y)(1-1/y)$, so it falls until $y=1$ and rises only afterwards. At $y=2$ the integral exceeds it by 28 per cent. In that range the depletion profile is itself doubtful, so $F$ is no cure for a low barrier.

\section{Meaning, mobile charge and a worked case}

Q: Before I object further, which results are you carrying over?

A: The mobile ion has charge $ze$ and bulk density $c_b$; the background is immobile and uniform. The reduced potential is $u=ze\phi/kT$, with value $y$ at the interface $x=0$. The depletion layer has
\begin{equation}
u=y\left(1-\frac x\lambda\right)^2,\qquad
\lambda=\sqrt{\frac{2\varepsilon\phi_0}{zec_b}},
\end{equation}
local resistivity $\rho_be^u$, and mean resistivity ratio
\begin{equation}
F(y)=\int_0^1e^{ys^2}ds
=\frac{e^y}{2y}\left[1+\frac1{2y}+O(y^{-2})\right].
\label{eq:recall}
\end{equation}

Q: What does the factor $2y$ mean physically?

A: It is the steepness of the barrier at its top. Expanding the square gives
\begin{equation}
u=y-\frac{2y}{\lambda}x+\frac{y}{\lambda^2}x^2 .
\end{equation}
The linear term lowers $u$ by one over the distance $\lambda/(2y)$. At that distance the quadratic term is only $1/(4y)$, so for large $y$ it can be dropped where the resistance is high:
\begin{equation}
\int_0^\lambda e^u\,dx\simeq e^y\int_0^\infty e^{-2yx/\lambda}dx
=\frac{\lambda}{2y}\,e^y .
\end{equation}
The layer resists like a slab of thickness $\lambda/(2y)$ with the interface resistivity $\rho_be^y$. Dividing by the full width $\lambda$ produces the ratio.

The same exponential tells where the resistance sits. The part within a distance $x_h$ is $1-e^{-2yx_h/\lambda}$ of the total. It is one half at
\begin{equation}
x_h\simeq\frac{\lambda\ln2}{2y}.
\label{eq:half}
\end{equation}

Q: Now pay the debt from before. Put the mobile charge back into Poisson's equation.

A: The charge density is now $zec_b(e^{-u}-1)$. Poisson's equation, multiplied by $ze/kT$, becomes
\begin{equation}
u''=\frac{1-e^{-u}}{L^2},\qquad L^2=\frac{\varepsilon kT}{z^2e^2c_b}.
\end{equation}
This is the mean-field Poisson--Boltzmann equation with a fixed background. Inserting $\phi_0=ykT/(ze)$ in $\lambda^2$ gives $\lambda^2=2yL^2$, which connects the two lengths.

Multiply by $u'$. The left side is the derivative of $u'^2/2$, and the right side is that of $(u+e^{-u})/L^2$. In the bulk $u=u'=0$, which fixes the constant:
\begin{equation}
u'^2=\frac{2w}{L^2},\qquad w(u)=u-1+e^{-u}.
\label{eq:first}
\end{equation}
The potential falls away from the interface, so $u'=-\sqrt{2w}/L$.

Q: This profile has no edge. Over what width do you average?

A: I first compute a quantity that needs no width, the excess of $\int e^u\,dx$ over its bulk value. With $dx=-L\,du/\sqrt{2w}$ and $u$ running from $y$ down to zero,
\begin{equation}
X=\int_0^\infty(e^u-1)\,dx=L\int_0^y\frac{e^u-1}{\sqrt{2w}}\,du .
\label{eq:X}
\end{equation}
Near $u=0$ one has $w\simeq u^2/2$, and the integrand tends to one, so $X$ is finite. To compare with the depletion model I assign this excess to the same width $\lambda=L\sqrt{2y}$ and define the ratio $r=1+X/\lambda$.

Q: Can $X$ be evaluated without another uncontrolled approximation?

A: It can be enclosed between bounds. Use $w$ as the variable. Since $dw=(1-e^{-u})\,du$ and $(e^u-1)/(1-e^{-u})=e^u$,
\begin{equation}
X=L\int_0^W\frac{e^{u(w)}}{\sqrt{2w}}\,dw,\qquad W=y-1+e^{-y}.
\end{equation}
Compare this with a depletion layer of reduced barrier $W$. Its width is $\lambda_W=L\sqrt{2W}$. With $w=Ws^2$ and $ds=dw/(2\sqrt{Ww})$, its resistance length is
\begin{equation}
\lambda_WF(W)=L\sqrt{2W}\int_0^W\frac{e^w\,dw}{2\sqrt{Ww}}
=L\int_0^W\frac{e^w}{\sqrt{2w}}\,dw .
\end{equation}
The integrals differ in $e^u$ against $e^w$. From the definition of $w$, $u=w+1-e^{-u}$, so
\begin{equation}
e^u=e^{w+1}\exp(-e^{-u})\le e^{w+1}.
\end{equation}
For the opposite bound, use $\exp(-a)\ge1-a$ with $a=e^{-u}$:
\begin{equation}
e^u\ge e^{w+1}-e^{w+1-u}\ge e^{w+1}-\mathrm e .
\end{equation}
The last step holds because $w+1-u=e^{-u}\le1$; the upright $\mathrm e=2.718\ldots$ is the base of the logarithms. Integrating both bounds, with $L\int_0^Wdw/\sqrt{2w}=L\sqrt{2W}=\lambda_W$, gives
\begin{equation}
\mathrm e\,\lambda_W[F(W)-1]\le X\le\mathrm e\,\lambda_WF(W).
\label{eq:enclose}
\end{equation}

Q: There is a factor $\mathrm e$ in that result. Has the law been destroyed?

A: No, because $W$ is lower than $y$ by almost one, and the two effects cancel in the exponential. For large $y$ put $W=y-1$, with an exponentially small error, and use Eq.~\eqref{eq:recall} for $F(W)$:
\begin{align}
r&\simeq\mathrm e\,\frac{\lambda_W}{\lambda}F(W)
=\mathrm e\sqrt{\frac{y-1}{y}}\,
\frac{e^{y-1}}{2(y-1)}\left[1+\frac1{2(y-1)}+\ldots\right]\notag\\
&=\frac{e^y}{2y}\left(1-\frac1y\right)^{-1/2}
\left[1+\frac1{2(y-1)}+\ldots\right].
\end{align}
Each factor after $e^y/(2y)$ is $1+1/(2y)$ to first order. Their product is
\begin{equation}
r=\frac{e^y}{2y}\left[1+\frac1y+O(y^{-2})\right].
\label{eq:pb}
\end{equation}
The leading law survives; the first correction doubles. One half of it comes from the curvature of the barrier, as before. The other half comes from the lower slope at the interface, $\sqrt{2(y-1)}/L$ instead of $\sqrt{2y}/L$, since the mobile ions near the edge cancel part of the background charge. At $y=10$ numerical integration gives $r$ as $1.127$ times the leading form, and at $y=40$ as $1.026$ times.

Q: Suppose I know the charge on the interface rather than the barrier. May I compute $\lambda$, then $y$, and use the law?

A: Not without an error that persists at large $y$. By Gauss's law, the charge that one side of the interface supplies per area is $-\varepsilon\phi'(0)$, which is proportional to $-u'(0)$. Equation~\eqref{eq:first} gives $-u'(0)=\sqrt{2W}/L$. In a depletion layer of reduced barrier $y_d$ the slope is $2y_d/\lambda_d=\sqrt{2y_d}/L$, because $\lambda_d=L\sqrt{2y_d}$. Equal charge therefore means $y_d=W\simeq y-1$.

The depletion model assigns to that charge a barrier too low by about $kT$ in energy. Its resistance length is $\lambda_WF(W)$, whereas the excess with mobile charge is $X$. Equation~\eqref{eq:enclose} shows that $X$ is larger by a factor between $\mathrm e[1-1/F(W)]$ and $\mathrm e$, which tends to $\mathrm e$. The law needs the actual barrier.

Q: Does it matter that the background is immobile?

A: Yes, in the exponent. Suppose the background consists of ions of charge $-ze$ that could equilibrate as well. Their density would be $c_be^u$, and
\begin{equation}
u''=\frac{e^u-e^{-u}}{L^2},\qquad
u'^2=\frac{2(e^u+e^{-u}-2)}{L^2}=\frac{8\sinh^2(u/2)}{L^2}.
\end{equation}
With $e^u-1=2e^{u/2}\sinh(u/2)$, the excess resistance length of the original carrier is
\begin{equation}
L\int_0^y\frac{2e^{u/2}\sinh(u/2)}{2\sqrt2\,\sinh(u/2)}\,du
=\sqrt2\,L\,(e^{y/2}-1).
\end{equation}
The accumulated counter-ions make the barrier so steep that the exponent is halved. The factor one half belongs to counter-ions of equal and opposite charge: for charge $-ze/2$ their density grows as $e^{u/2}$, the slope as $e^{u/4}$, and the excess as $e^{3y/4}$. Both forms hold only while the accumulated density stays far below the density of lattice sites. The result $e^y/(2y)$ belongs to a frozen, uniform background.

Q: Give me numbers, so that I can judge the size of all this.

A: Take round model parameters: $z=2$, $T=700$~K, $\phi_0=0.30$~V, relative permittivity 100, $c_b=10^{24}\,\mathrm{m^{-3}}$ and $D=10^{-10}\,\mathrm{m^2/s}$. The thermal voltage is $kT/e=0.06032$~V, so
\begin{equation}
y=\frac{2\times0.30}{0.06032}=9.947 .
\end{equation}
The screening length is $L=9.13$~nm, and $\lambda=9.13\,\mathrm{nm}\times\sqrt{19.89}=40.7$~nm. The leading ratio is
\begin{equation}
\frac{e^y}{2y}=\frac{20884}{19.89}\simeq1050 .
\end{equation}
The depletion integral gives 1114 and the layer with mobile charge 1185. Relative to the leading form these are higher by 6 and 13 per cent.

The bulk conductivity is $\sigma_b=1.062\times10^{-3}$~S/m. Two back-to-back layers then have, in the depletion model, the area resistance
\begin{equation}
\frac{2\lambda F}{\sigma_b}
=\frac{2\times4.072\times10^{-8}\,\mathrm m\times1114}
{1.062\times10^{-3}\,\mathrm{S/m}}
\simeq0.085\ \Omega\,\mathrm{m^2},
\end{equation}
or about $850\ \Omega\,\mathrm{cm^2}$. In a stack of flat grains of thickness $d=1\ \mu$m, crossed in series, the layers fill the fraction $2\lambda/d=0.0814$. The resistivity of the stack relative to bulk is
\begin{equation}
1+\frac{2\lambda}{d}(F-1)=1+0.0814\times1113\simeq92 .
\end{equation}
Eight per cent of the thickness carries about 99 per cent of the resistance.

Q: If I measure the temperature dependence, do I read off the barrier of $0.60$~eV?

A: Not directly. Keep $\phi_0$ fixed and differentiate $\ln(e^y/2y)=y-\ln(2y)$ with respect to $1/kT$. Since $dy/d(1/kT)=ze\phi_0$,
\begin{equation}
\frac{d\ln(e^y/2y)}{d(1/kT)}=ze\phi_0\left(1-\frac1y\right).
\end{equation}
This is what the ratio adds to the activation energy of the bulk resistivity. Here it is $0.600\times(1-1/9.947)=0.540$~eV; the full $F$ gives $0.535$~eV. A barrier that itself varies with temperature would add a further term. A measured layer resistance also contains the width $\lambda\propto\sqrt{\varepsilon\phi_0/c_b}$, so these values are the measured excess only if $\varepsilon$ and $c_b$ are constant as well. A permittivity falling as $1/T$ would add $kT/2$, here $0.030$~eV.

Q: And if I measure the ratio and solve for the barrier?

A: A measured resistance supplies only the product of width and ratio, and the width $\lambda$ itself depends on $\phi_0$. Suppose here that $\lambda$ is known independently, so that the ratio $r$ is given. The equation $r=e^y/(2y)$ has two roots when $r>\mathrm e/2$, because its right side has its minimum $\mathrm e/2$ at $y=1$. The larger root is the relevant one. It solves $y=\ln(2ry)$, which can be iterated: the derivative of the right side is $1/y<1$ there. With $r=1184.6$, the ratio that includes the mobile charge, starting from $y=10$ gives $10.07$ and then $10.08$. Hence
\begin{equation}
\phi_0\simeq\frac{10.08\times0.06032\ \mathrm V}{2}=0.304\ \mathrm V .
\end{equation}
The true value in this model is $0.300$~V. An error of 13 per cent in the ratio costs 4~mV, because the barrier enters through an exponential.

Q: My last doubt concerns scale. How thick is the region that decides all this?

A: Half the resistance of the depletion layer lies within 1.5~nm of the interface; the estimate \eqref{eq:half} gives 1.4~nm. That is a few atomic spacings, whereas the mean distance between carriers in the bulk is 10~nm. A uniform background, a uniform permittivity and a uniform mobility are therefore strong assumptions just where the resistance arises. The agreement between the formulas shows that the asymptotic evaluation is sound. It does not show that a real interface obeys the continuum model. The result also assumes a single mobile species; where electrons or holes are present, the barrier redistributes them too, and they can carry current through the layer. The numerical output below lists the ratios for other values of $y$.

\section*{Table of computed values}
\begin{verbatim}
Carrier charge number z: 2
Temperature: 700 K
Barrier phi0: 0.30 V
Relative permittivity: 100
Bulk carrier concentration: 1.0e+24 m^-3
Diffusion coefficient: 1.0e-10 m^2/s
Grain size: 1.0 um
Thermal voltage kT/e: 0.06032 V
Reduced barrier y: 9.9467
exp(y): 20883.8
Screening length L: 9.129 nm
Depletion width lambda: 40.717 nm
Mean carrier spacing c_bulk^(-1/3): 10.00 nm
Interface concentration: 4.788e+19 m^-3
Bulk conductivity: 1.0624e-03 S/m
Ratio, leading exp(y)/(2y): 1049.8
Ratio, depletion integral F(y): 1114.0
Ratio, full PB layer: 1184.6
F / leading: 1.0612
PB / leading: 1.1284
Effective thickness lambda/(2y): 2.047 nm
Half-resistance distance, integral: 1.539 nm
Half-resistance distance, lambda ln2/(2y): 1.419 nm
Area resistance, two layers (F): 8.5387e-02 ohm m^2
Area resistance, two layers (F): 853.9 ohm cm^2
Series stack resistivity / bulk (F): 91.64
Barrier energy z e phi0: 0.600 eV
Extra activation energy, leading: 0.5397 eV
Extra activation energy, F: 0.5353 eV
Barrier inferred from PB ratio by leading law: 0.3040 V
Depletion y at same interface charge: 8.9468
PB/depletion resistance, same charge: 2.7159
Hopping test, y = 5: ratios 17.1718, 17.1720; F = 17.1722
Table: y | exp(y)/(2y) | F(y) | F/leading | PB/leading
  2 | 1.8473e+00 | 2.3645e+00 | 1.2800 | 1.7343
  4 | 6.8248e+00 | 8.2263e+00 | 1.2054 | 1.4725
  6 | 3.3619e+01 | 3.7730e+01 | 1.1223 | 1.2687
  8 | 1.8631e+02 | 2.0151e+02 | 1.0816 | 1.1742
 10 | 1.1013e+03 | 1.1682e+03 | 1.0608 | 1.1275
 15 | 1.0897e+05 | 1.1304e+05 | 1.0374 | 1.0770
 20 | 1.2129e+07 | 1.2459e+07 | 1.0272 | 1.0555
 40 | 2.9423e+15 | 2.9806e+15 | 1.0130 | 1.0263
\end{verbatim}
